\section*{Disentanglement with frozen states: the Z-matrix step and how to mix}

\section{The decision: how much to mix}

To build $J$ Wannier functions from entangled bands, one first chooses a $J$-dimensional subspace at every $\mathbf k$, and this choice is iterative. Each step computes new subspaces from the old ones, and the user must decide what fraction $\alpha$ of the new result to accept. A small $\alpha$ may waste hundreds of steps. A large one may cycle for ever, or leave one minimum for another. The interpolated bands and the spread of the orbitals both depend on where the iteration ends.

At each of $N$ mesh points, let an outer energy window hold $N_{\mathbf k}$ orthonormal Bloch states $|u_{m\mathbf k}\rangle$. The lowest $M_{\mathbf k}$ of them, those in an inner window, are frozen: they must lie in the chosen subspace. This requires $M_{\mathbf k}\le J\le N_{\mathbf k}$. Let $P_{\mathbf k}$ be the projector on the subspace, written as a matrix in the window states. The quantity to minimise is the gauge-invariant part of the Wannier spread,
\begin{equation}
\Omega_I=\frac1N\sum_{\mathbf k,\mathbf b}w_b\left[J-\mathrm{Tr}\,P_{\mathbf k}M^{\mathbf k\mathbf b}P_{\mathbf k+\mathbf b}M^{\mathbf k\mathbf b\dagger}\right],
\qquad M^{\mathbf k\mathbf b}_{mn}=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle .
\label{omega}
\end{equation}
Here $\mathbf b$ runs over the vectors to neighbouring mesh points, with weights $w_b=w_{-b}>0$. The trace measures the overlap of neighbouring subspaces, so $\Omega_I$ is small when the subspace varies smoothly with $\mathbf k$.

\section{Three points by hand}

Take a ring of $N$ points with $J=2$ and $w_b=1$. Each window holds a frozen state $f$ and two candidates, 1 and 2, for the remaining place. The link from $k$ to $k+1$ has
\begin{equation}
M^{+}=\mathrm{diag}(f_0,\;a,\;b\,e^{-i\theta}),\qquad \theta=2\pi c/N,
\end{equation}
and the link to $k-1$ has the complex conjugate. The phase says that candidate 2 is centred a fraction $c$ of a cell away from candidate 1. We choose $f_0=0.9$, $a=0.64$, $b=0.8$ and $c=\tfrac12$.

If every point selects candidate 1, each of the two links per point contributes $2-f_0^2-a^2$, so
\begin{equation}
\Omega_I^{(1)}=2(2-0.81-0.4096)=1.5608,\qquad
\Omega_I^{(2)}=2(2-0.81-0.64)=1.1000,
\end{equation}
where the second value is for candidate 2 everywhere. Candidate 2 is better.

Now iterate from near the first solution. Each point looks at its neighbours through
\begin{equation}
Z_k=\sum_{\pm}M^{\pm}Q_{k\pm1}M^{\pm\dagger},
\end{equation}
where $Q$ is the current input. It selects the eigenvector of largest eigenvalue in the space of the two candidates. With candidate 1 everywhere, this block is $\mathrm{diag}(2a^2,0)$, so candidate 1 is selected again: we have a fixed point.

Add a small admixture, $\delta Q_k=x_k|2\rangle\langle1|+\text{h.c.}$ The matrix element that mixes the candidates is
\begin{equation}
(\delta Z_k)_{21}=ab\left(e^{-i\theta}x_{k+1}+e^{i\theta}x_{k-1}\right).
\end{equation}
First-order perturbation theory divides it by the eigenvalue difference $2a^2$ to give the new admixture $x'_k$. For $x_k\propto e^{2\pi imk/N}$ the bracket is $2\cos[2\pi(m-c)/N]\,x_k$, hence
\begin{equation}
x'_k=\lambda_mx_k,\qquad \lambda_m=\frac ba\cos\frac{2\pi(m-c)}N .
\label{ring}
\end{equation}
For $N=3$ the cosines are $\tfrac12,\tfrac12,-1$, and $b/a=1.25$, so $\lambda=0.625,\,0.625,\,-1.25$. The last mode grows by a quarter per step and changes sign each time.

If only a fraction $\alpha$ of the new projector is accepted, $x_k$ is multiplied by $1-\alpha+\alpha\lambda$. The dangerous mode has the factor $1-2.25\alpha$, which exceeds $-1$ only for $\alpha<2/2.25=0.889$. The other two have $1-0.375\alpha$. Decay is fastest when the two magnitudes are equal:
\begin{equation}
1-0.375\alpha=2.25\alpha-1\quad\Rightarrow\quad\alpha=\frac{2}{2.625}=0.762,
\end{equation}
with factor $0.714$. The real iteration gives the same factors.

Started near candidate 1, the run with $\alpha=1$ ends at $\Omega_I=1.1000$, while $\alpha=0.5$ ends at $1.5608$. Mixing has stabilised the poorer solution. In this ring the effect belongs to coarse meshes: for $c=\tfrac12$ and odd $N$, Eq.~(\ref{ring}) gives all $\lambda<1$ together with one below $-1$ only if $1<b/a<1/\cos(\pi/N)$, a range that closes as $N$ grows and excludes $b/a=1.25$ already at $N=5$. Stability of the iteration and quality of the minimum are separate matters.

\section{The general step}

For sets of Hermitian matrices, define $\langle X,Y\rangle=\sum_{\mathbf k}\mathrm{Tr}\,X_{\mathbf k}Y_{\mathbf k}$, $\|X\|^2=\langle X,X\rangle$, and
\begin{equation}
(AQ)_{\mathbf k}\equiv Z_{\mathbf k}[Q]=\sum_{\mathbf b}w_bM^{\mathbf k\mathbf b}Q_{\mathbf k+\mathbf b}M^{\mathbf k\mathbf b\dagger}.
\end{equation}
With $W=\sum_{\mathbf b}w_b$, Eq.~(\ref{omega}) becomes
\begin{equation}
\Omega_I=WJ-\frac1N\langle P,AP\rangle .
\label{quad}
\end{equation}
The map $A$ is self-adjoint. Put $\mathbf q=\mathbf k+\mathbf b$ and move factors cyclically in the trace:
\begin{equation}
\mathrm{Tr}\,X_{\mathbf k}M^{\mathbf k\mathbf b}Y_{\mathbf q}M^{\mathbf k\mathbf b\dagger}
=\mathrm{Tr}\,Y_{\mathbf q}M^{\mathbf q,-\mathbf b}X_{\mathbf k}M^{\mathbf q,-\mathbf b\dagger},
\end{equation}
because $M^{\mathbf k\mathbf b\dagger}=M^{\mathbf q,-\mathbf b}$. Summing with $w_b=w_{-b}$ gives $\langle X,AY\rangle=\langle Y,AX\rangle$.

Each link is therefore counted twice, and with the neighbours held fixed the part of $\Omega_I$ that depends on $P_{\mathbf k}$ is $-(2/N)\mathrm{Tr}\,P_{\mathbf k}Z_{\mathbf k}$. Write $P_{\mathbf k}=F_{\mathbf k}+G_{\mathbf k}$, where $F_{\mathbf k}$ projects on the frozen states and $G_{\mathbf k}$ has rank $J-M_{\mathbf k}$ in their complement. The frozen trace is constant, and elements of $Z_{\mathbf k}$ between frozen and free states drop out. Let $z_j,|j\rangle$ be the eigenpairs of $Z_{\mathbf k}$ restricted to the complement. Then
\begin{equation}
\mathrm{Tr}\,G_{\mathbf k}Z_{\mathbf k}=\sum_jz_jp_j,\quad p_j=\langle j|G_{\mathbf k}|j\rangle,\quad 0\le p_j\le1,\quad \sum_jp_j=J-M_{\mathbf k}.
\end{equation}
The sum is largest when the weight fills the $J-M_{\mathbf k}$ largest eigenvalues. This defines $P[Q]$. The algorithm is:
\begin{enumerate}
\item Choose an initial $Q$, for instance by projecting $J$ trial orbitals on the free states, keeping the $J-M_{\mathbf k}$ directions of largest projected weight (the projections may span more), and adding the frozen states.
\item Form all $Z_{\mathbf k}[Q]$, diagonalise each in the frozen complement, and build $P[Q]$.
\item Stop if $D=P[Q]-Q$ is small, and return $P[Q]$.
\item Otherwise replace $Q$ by $Q+\alpha D$, with $0<\alpha\le1$, and return to item 2.
\end{enumerate}
Since $Z$ is linear in $Q$, item 4 gives $Z\leftarrow(1-\alpha)Z[Q]+\alpha Z[P[Q]]$. Mixing projectors and mixing $Z$ matrices are the same procedure when both start from the same $Q$. The mixed $Q$ is in general not a projector, but at convergence $Q=P[Q]$ is one.

\section{Local stability and speed}

Let $P$ be a fixed point, and let $a$ and $c$ label selected and rejected eigenvectors of $Z_{\mathbf k}$ in the frozen complement. Assume a gap, $z_a>z_c$. A change $\delta Z$ rotates the selected space by
\begin{equation}
\delta P_{\mathbf k}=\sum_{ac}\left[|c\rangle\frac{\langle c|\delta Z_{\mathbf k}|a\rangle}{z_a-z_c}\langle a|+\text{h.c.}\right]\equiv(\chi\,\delta Z)_{\mathbf k}.
\end{equation}
With $\delta Z=A\,\delta Q$, the linearised selection is $\chi A$. On rotations $\chi$ is positive, so there $\chi A$ has the same eigenvalues as the symmetric map $\chi^{1/2}A\chi^{1/2}$, and every $\lambda$ is real. They sum to zero: a change at $\mathbf k$ alters only the $Z$ matrices of its neighbours, so if no point is its own neighbour the diagonal of $\chi A$ vanishes. Thus $\lambda_{\min}\le0\le\lambda_{\max}$.

Under mixing, a rotation mode has the factor $1-\alpha+\alpha\lambda$. Deviations of $Q$ that are not rotations feed into rotations, but receive nothing back, and decay by $1-\alpha$. This lies between the extreme rotation factors, so the slowest factor is
\begin{equation}
\rho(\alpha)=\max\left\{|1-\alpha(1-\lambda_{\max})|,\;|1-\alpha(1-\lambda_{\min})|\right\}.
\label{rho}
\end{equation}

The condition $\lambda_{\max}<1$ has a variational meaning. Collect the selected vectors in the columns of $V$ and the rejected ones in $C$, and rotate $V\to V+tCx$. The normalised projector is
\begin{equation}
P(t)=P+tX+t^2\left(Cxx^\dagger C^\dagger-Vx^\dagger xV^\dagger\right)+O(t^3),\quad X=CxV^\dagger+\text{h.c.}
\end{equation}
Insert this in Eq.~(\ref{quad}). The linear term $2t\langle X,Z\rangle$ vanishes because $Z$ has no elements between $a$ and $c$. The quadratic terms give
\begin{equation}
\Omega_I(t)-\Omega_I(0)=\frac{t^2}{N}\Big[2\sum_{\mathbf k,ac}(z_a-z_c)|x_{ca}|^2-\langle X,AX\rangle\Big]+O(t^3).
\end{equation}
For a mode with $\chi AX=\lambda X$, the elements of $AX$ between $c$ and $a$ are $\lambda(z_a-z_c)x_{ca}$. Hence $\langle X,AX\rangle=2\lambda\sum(z_a-z_c)|x_{ca}|^2$, and
\begin{equation}
\Omega_I(t)-\Omega_I(0)=\frac{2t^2}{N}(1-\lambda)\sum_{\mathbf k,ac}(z_a-z_c)|x_{ca}|^2+O(t^3).
\end{equation}
The curvature is positive in every direction if and only if $\lambda_{\max}<1$. The three-point solution with candidate 1 is thus a true local minimum, although the undamped iteration leaves it.

At such a minimum, Eq.~(\ref{rho}) gives stability and the best mixing:
\begin{equation}
\alpha<\frac{2}{1-\lambda_{\min}},\qquad
\alpha_{\rm best}=\min\left\{1,\frac{2}{2-\lambda_{\min}-\lambda_{\max}}\right\}.
\end{equation}
The second result equates the two magnitudes in Eq.~(\ref{rho}). If they would meet beyond $\alpha=1$, $\rho$ is still falling at $1$.

\section{Even meshes and two-cycles}

Suppose the mesh divides into two sublattices with links only between them. A square mesh with nearest-neighbour links and an even number of points along each axis is of this kind. Let $S$ reverse the sign of matrices on one sublattice. Then $SAS=-A$, while $\chi$ acts point by point and commutes with $S$. If $\chi AX=\lambda X$, then $\chi A(SX)=-\lambda SX$, so the eigenvalues come in pairs $\pm\lambda$. At a strict minimum the undamped step is then stable, and $\alpha_{\rm best}=1$: damping can only raise the asymptotic factor $\rho$. The number of steps to a finite tolerance can still be the same or somewhat smaller with slight damping, because at $\alpha=1$ the mode $-\lambda_{\max}$ decays as slowly as $+\lambda_{\max}$ and enters $D$ with the larger weight $1+\lambda_{\max}$.

Far from the minimum such a mesh has another problem. At $\alpha=1$ the new even points depend only on the old odd points, and conversely, so two independent sequences run side by side and may settle in different minima. Take the ring with $N=4$, candidate 1 on even points and 2 on odd points. An even point sees $\mathrm{diag}(0,2b^2)$ and switches to 2. An odd point sees $\mathrm{diag}(2a^2,0)$ and switches to 1. The pattern swaps for ever with $\Omega_I=2(2-0.81)=2.38$. With $\alpha=0.5$, the first mixed input gives $\mathrm{diag}(a^2,b^2)$ everywhere. All points then select candidate 2, and the run ends at $1.10$.

On any mesh, the undamped iteration obeys
\begin{equation}
\langle P_{i+1},AP_i\rangle\ge\langle P_{i-1},AP_i\rangle=\langle P_i,AP_{i-1}\rangle ,
\end{equation}
since $P_{i+1}$ is the best partner of $AP_i$. This overlap of successive iterates never falls, but $\Omega_I$ contains the overlap of an iterate with itself. The inequality therefore does not exclude a two-cycle.

\section{A mixing that cannot raise the functional}

Extend Eq.~(\ref{quad}) to mixed $Q$. With $g=\langle AQ,D\rangle$ and $h=\langle D,AD\rangle$,
\begin{equation}
\Omega_I[Q+\alpha D]=\Omega_I[Q]-\frac{2\alpha g+\alpha^2h}{N}.
\end{equation}
Here $g\ge0$, because $P[Q]$ maximises the trace with $AQ$ also among mixed matrices, whose occupations obey the same constraints. The best step in $0<\alpha\le1$ is
\begin{equation}
\alpha=1\ \ (h\ge0),\qquad \alpha=\min(1,-g/h)\ \ (h<0).
\end{equation}
In the four-point cycle, $g=4(a^2+b^2)$ and $h=-8(a^2+b^2)$, so $\alpha=\tfrac12$. The line search finishes in two steps. Close to convergence the rule loses precision: $g$ can be of order $\|D\|^2$, which for $\|D\|\sim10^{-8}$ is at the rounding level of double precision, so very tight tolerances are better reached with a fixed $\alpha$.

A prescribed $\alpha$ can also be guaranteed not to raise $\Omega_I$, one step at a time, through a gap that depends on the current $Q$; for a whole run the condition below must hold at every iterate. Let $\Delta$ be the smallest gap of $Z_{\mathbf k}[Q]$ at the selection cut. At one point, let $q_j$ be the occupations of $Q$ in the eigenvectors of $Z$, and let $s=\sum_a(1-q_a)=\sum_cq_c$ be the weight to be moved. Then
\begin{equation}
\mathrm{Tr}\,ZD=\sum_az_a(1-q_a)-\sum_cz_cq_c\ge\Delta s,\qquad \mathrm{Tr}\,D^2\le2s.
\end{equation}
The second relation uses $\mathrm{Tr}\,Q^2\le\mathrm{Tr}\,Q$ in the free block. Summation gives $g\ge\tfrac12\Delta\|D\|^2$. Overlap matrices between orthonormal sets do not lengthen vectors, so $|h|\le W\|D\|^2$. Therefore
\begin{equation}
2\alpha g+\alpha^2h\ge\alpha(\Delta-\alpha W)\|D\|^2\ge0\quad\text{for}\quad\alpha\le\Delta/W .
\end{equation}
This is sufficient for descent but not necessary for convergence. In the three-point ring at the candidate-1 solution, $\Delta/W=2a^2/2=0.8192/2=0.41$, well below the local stability limit $0.889$. If the gap closes, the selection is ambiguous and the bound gives no usable step. The line search still cannot raise $\Omega_I[Q]$ of the mixed input. Both rules concern this value only; nothing here prevents $\Omega_I$ of the projector $P[Q]$ from rising between steps, and neither rule promises the global minimum.

\section{A wide band crossing its neighbours}

Consider a square lattice with constant $4$ \AA, a $6\times6$ mesh and $J=2$. Four orthonormal, point-like orbitals have diagonal energies $\epsilon_i+2h_i(\cos k_x+\cos k_y)$, with $k_x,k_y$ in units of the inverse lattice constant. Positions are in cell units:
\begin{center}
\begin{tabular}{lccc}
orbital & position & $\epsilon_i$ (eV) & $h_i$ (eV)\\
A & $(\frac12,0)$ & 0 & 0\\
S & $(0,0)$ & 1 & $-1$\\
C & $(\frac12,\frac12)$ & 5 & 0.5\\
D & $(0,\frac12)$ & 6.5 & 0.25
\end{tabular}
\end{center}
With $e_j=1+e^{-ik_j}$, the couplings in eV are $H_{SA}=0.3e_x$, $H_{SC}=0.4e_xe_y$ and $H_{SD}=0.5e_y$. States below $1.5$ eV are frozen, and the outer window ends at $6.2$ eV. This fixes the subspace at 23 points and leaves freedom at 13.

The neighbour distance is $|\mathbf b|=2\pi/(6\times4)=0.2618$ \AA$^{-1}$. The condition $\sum_{\mathbf b}w_bb_ib_j=\delta_{ij}$ gives $2w_b|\mathbf b|^2=1$, so $w_b=7.295$ \AA$^2$ and $W=29.18$ \AA$^2$.

At the zone corner the couplings vanish and $\cos k_x+\cos k_y=-2$. The energies are $0$ (A), $5-2=3$ (C), $1+4=5$ (S) and $6.5-1=5.5$ eV (D). The lowest two bands are A and C there, whereas the converged subspace contains A and S: it follows the wide band through the crossing. Taking the lowest two bands everywhere gives $\Omega_I=4.78$ \AA$^2$. The slightly randomised trial subspace gives $0.41$, and the iteration reaches $0.225$ \AA$^2$. A general optimiser that uses no $Z$ matrix, started from the same trial, finds the same value.

The extreme response eigenvalues are $\pm0.755$, paired as they must be on this even mesh. The predicted factors are $0.755$ for $\alpha=1$ and $1-0.5(1-0.755)=0.878$ for $\alpha=0.5$; the measured ones agree within $0.001$. Reducing the residual $\|D\|$ from $10^{-5}$ to $10^{-9}$ should take about $\ln10^4/(-\ln0.755)=33$ undamped steps, and takes 32. From the trial subspace to $10^{-9}$, the counts are 66, 82, 128 and 264 steps for $\alpha=1$, $0.75$, $0.5$ and $0.25$. All these numbers belong to the $6\times6$ mesh. On $8\times8$ and $12\times12$ meshes $\Omega_I$ is $0.245$ and $0.258$ \AA$^2$, the undamped factor rises to about $0.85$ and $0.93$, and $\alpha=1$ needs about 116 and 261 steps. The line search needs 31 steps to reach $10^{-5}$, against 34 for $\alpha=1$. This small gain is no more than slight fixed damping gives: $\alpha=0.9$ also needs 31 steps, and $\alpha=0.97$ needs 29, and 62 to reach $10^{-9}$. The program applies $A$ twice per line-search step, but one application suffices: by linearity $A(Q+\alpha D)=AQ+\alpha AD$, and $AD$ is already needed for $h$.

Freezing has a price. Releasing the frozen states and descending from the converged solution lowers $\Omega_I$ to $0.116$ \AA$^2$, at a residual of about $10^{-4}$. The energies below $1.5$ eV are then wrong by up to $0.05$ eV relative to the original bands at the mesh points. With freezing they are reproduced there, because the subspace contains the eigenstates themselves.

For the choice of $\alpha$, these results suggest starting at or slightly below $1$ on a mesh that divides into two sublattices, and reducing it if the residual stops falling or the subspaces alternate. An even number of points is not enough: a hexagonal mesh has triangles of links and no pairing. The three-state model on a $2\times2$ hexagonal mesh, with $b/a=3$ and candidate 2 centred at $(\frac13,\frac13)$, has $\lambda=-1.5$ and $0.5$, so $\alpha=1$ leaves a strict minimum there. When a run must not raise $\Omega_I$, on any mesh, the line search guarantees this for the functional of the mixed input. The guarantee does not lead to a better minimum: started near candidate 1 in the three-point ring, the line search stays at $1.5608$, where $\alpha=1$ escapes to $1.1000$. In either case, different trial subspaces should be compared by their final $\Omega_I$, since convergence alone does not identify the lowest minimum. The numerical check covers the response spectrum, the curvature, the bounds and both small rings.

\section*{Numbers as computed}
\begin{verbatim}
mesh 6 x 6, J = 2, lattice constant 4.0 angstrom
on-site energies A,S,C,D: [0.  1.  5.  6.5] eV
same-orbital hoppings A,S,C,D: [ 0.   -1.    0.5   0.25] eV
hybridisations SA,SC,SD: 0.3, 0.4, 0.5 eV
frozen top 1.5 eV, outer top 6.2 eV
|b| = 0.26180 1/angstrom, w_b = 7.2951 angstrom^2
k points fully frozen: 23, with freedom: 13
window sizes at free points: [3, 4]
band energies at zone corner: [-0.   3.   5.   5.5] eV
orbital weights A,S,C,D selected there: [1. 1. 0. 0.]
Omega_I lowest two bands: 4.77943 angstrom^2
Omega_I trial subspace:   0.41007 angstrom^2
Omega_I disentangled:     0.22524 angstrom^2
Omega_I general optimiser:0.22524 angstrom^2
response eigenvalues: min -0.75538, max 0.75538
curvature: differences 0.02718, formula 0.02718 angstrom^2
Z gap Delta = 28.2707, W = 29.1805 angstrom^2
safe mixing Delta/W at solution = 0.9688
alpha 1.00: factor predicted 0.75538, measured 0.75472
alpha 0.50: factor predicted 0.87769, measured 0.87757
alpha 1.00: 66 steps to residual 1e-9
alpha 0.75: 82 steps to residual 1e-9
alpha 0.50: 128 steps to residual 1e-9
alpha 0.25: 264 steps to residual 1e-9
alpha 1.00: 34 steps to residual 1e-5
alpha 0.50: 59 steps to residual 1e-5
line search: 31 steps to residual 1e-5
line search alpha range: 0.8600 to 1.0000
no frozen states: Omega_I 0.11641 angstrom^2
  final residual 9.2e-05, steps 19
  worst error of bands below frozen top 0.0499 eV
ring overlaps: frozen 0.9, first 0.64, second 0.8, c = 0.5
3-point ring eigenvalues (each twice): [-1.25   0.625  0.625]
critical alpha 0.88889, optimal alpha 0.76190
ring alpha 1.0000: predicted 1.25000, measured 1.25000
ring alpha 0.9500: predicted 1.13750, measured 1.13750
ring alpha 0.8500: predicted 0.91250, measured 0.91250
ring alpha 0.7619: predicted 0.71429, measured 0.71429
ring alpha 0.5000: predicted 0.81250, measured 0.81250
ring Omega_I (w=1): first 1.5608, second 1.1000
start near first: alpha 1 ends at 1.1000, alpha 0.5 at 1.5608
4-point two-cycle: Omega_I stays 2.3800 (w=1)
4-point alpha 0.5 ends at 1.1000 (w=1)
4-point line search: first alpha 0.5000, steps 2
\end{verbatim}
